# Capture Number and Capture Area of an Absorbing Circular Island

Q: Rate equations for epitaxial growth let an island collect adatoms at the rate $\sigma D\bar n$. What is $\sigma$, and why should such a number exist?

A: Let $D$ be the diffusion coefficient of single adatoms and $\bar n$ their number per area far from the island. If $J$ adatoms per unit time enter through the island's edge, then

$$J=\sigma D\bar n$$

defines the capture number $\sigma$. In two dimensions $D\bar n$ is a rate, so $\sigma$ has no dimension. The definition is useful if $J$ is proportional to $\bar n$. That has to come from the diffusion problem, which needs a description of everything around the island.

Q: The surroundings are many other islands at unknown positions. What do you do with them?

A: I replace them by a uniform medium that removes adatoms at the rate $Dn/z^2$ per area, where $n$ is the local density. This defines the screening length $z$. It is a mean-field assumption: correlations between the positions and sizes of neighbouring islands are discarded, and nothing below proves that they are small. The loss is also linear in $n$, so encounters between two adatoms are left out.

With a uniform deposition flux $F$ per area and time, the density outside the island obeys

$$\frac{\partial n}{\partial t}=D\nabla^2 n-\frac{D}{z^2}n+F .$$

The island is a disc of radius $R$ that absorbs every adatom reaching its edge, so $n(R)=0$. There is no extra barrier at the edge and no detachment. Atoms that land on top of the island are not counted in $J$.

Q: The island grows while you calculate. Why may you drop the time derivative?

A: Far from the island the density is uniform and $d\bar n/dt=F-D\bar n/z^2$. A departure from the steady value decays as $e^{-t/\tau}$ with $\tau=z^2/D$. If $R$ changes little during $\tau$, and $F$ and $z$ do too, the steady solution for the current radius is adequate. Numbers will decide whether that holds. In the steady state

$$\bar n=\frac{Fz^2}{D},\qquad D\left(n''+\frac{n'}{r}\right)-\frac{D}{z^2}n+F=0,$$

where primes denote derivatives with respect to the distance $r$ from the centre.

Q: Could you not omit the medium and solve for one island on a bare infinite surface?

A: There is no steady state then. Without the loss term, $D(rn')'=-Fr$. Two integrations with $n(R)=0$ give

$$n=C\ln\frac rR-\frac{F}{4D}(r^2-R^2).$$

For any constant $C$ the quadratic term wins at large $r$ and makes the density negative. One island cannot drain an infinite surface under constant deposition.

Q: Then solve the problem with the medium.

A: Write $n=\bar n-\psi$, where $\psi$ is the depletion caused by the island. The terms $F$ and $-D\bar n/z^2$ cancel, and division by $-D$ leaves

$$\psi''+\frac{\psi'}{r}=\frac{\psi}{z^2},\qquad \psi(R)=\bar n,\qquad \psi\ \text{bounded}.$$

A solution follows from the integral

$$K_0(x)=\int_0^\infty e^{-x\cosh t}\,dt .$$

Its derivative is $K_0'=-K_1$, with

$$K_1(x)=\int_0^\infty \cosh t\;e^{-x\cosh t}\,dt .$$

A second derivative brings down $\cosh^2t$. Because $\cosh^2t-1=\sinh^2t$,

$$K_0''-K_0=\int_0^\infty \sinh t\,\bigl(\sinh t\;e^{-x\cosh t}\bigr)dt .$$

The bracket equals $-(1/x)\,d(e^{-x\cosh t})/dt$. Integration by parts has a vanishing boundary term, since $\sinh 0=0$ and the exponential kills the upper end. What remains is

$$K_0''-K_0=\frac1x\int_0^\infty\cosh t\;e^{-x\cosh t}dt=\frac{K_1}{x}=-\frac{K_0'}{x}.$$

Hence $K_0''+K_0'/x=K_0$. With argument $r/z$, each derivative with respect to $r$ supplies a factor $1/z$, so $K_0(r/z)$ satisfies the equation for $\psi$. Moreover $\cosh t\ge1+t^2/2$ gives $K_0(x)\le e^{-x}\sqrt{\pi/(2x)}$, so it decays. Matching the edge value gives

$$n(r)=\bar n\left[1-\frac{K_0(r/z)}{K_0(R/z)}\right].$$

Q: You found a bounded solution. Is it the one bounded solution?

A: Let $w$ be the difference of two of them. Then $w(R)=0$ and $(rw')'=rw/z^2$, so

$$rw'(r)=Rw'(R)+\frac1{z^2}\int_R^r s\,w(s)\,ds .$$

Suppose $w'(R)>0$. Then $w$ is positive just outside the edge. The slope cannot reach a first zero, because up to that point $w$ is positive and the right side is positive. So $w$ keeps rising, the integral grows at least as $r^2$, and $w$ is unbounded. If $w'(R)<0$, apply the argument to $-w$. If $w'(R)=0$, both the value and the slope vanish at $R$, and the linear equation gives $w=0$. The solution is unique.

Q: What is the capture number, then?

A: The outward current density is $-Dn'$, so the inflow is $+Dn'(R)$ times the perimeter. Using $K_0'=-K_1$,

$$n'(R)=\frac{\bar n}{z}\frac{K_1(R/z)}{K_0(R/z)},\qquad J=2\pi R\,D\,n'(R).$$

Dividing $J$ by $D\bar n$ and writing $x=R/z$, I obtain

$$\sigma=2\pi x\,\frac{K_1(x)}{K_0(x)} .$$

The inflow is indeed proportional to $\bar n$, and $\sigma$ depends on the two lengths through their ratio alone.

Q: I would like to see that behave sensibly. Start with an island much smaller than $z$.

A: Substitute $v=(x/2)e^t$ in $K_0$. Then $x\cosh t=v+x^2/(4v)$, $dt=dv/v$, and the lower limit is $x/2$:

$$K_0(x)=\int_{x/2}^\infty e^{-v}\,e^{-x^2/(4v)}\,\frac{dv}{v}.$$

In this range $x^2/(4v)\le x/2$, so replacing the second exponential by one makes a relative error of at most order $x$. Integration by parts then gives

$$\int_{x/2}^\infty \frac{e^{-v}}{v}dv=-e^{-x/2}\ln\frac x2+\int_{x/2}^\infty e^{-v}\ln v\,dv\;\to\;\ln\frac2x-\gamma ,$$

where $\gamma=-\int_0^\infty e^{-v}\ln v\,dv\approx0.5772$ is Euler's constant.

For $K_1$, split $\cosh t=\sinh t+e^{-t}$. The first part gives $x\int_0^\infty\sinh t\,e^{-x\cosh t}dt=e^{-x}$, and the second contributes at most $x$. So $xK_1\to1$, and

$$\sigma\to\frac{2\pi}{\ln(2/x)-\gamma}\qquad(x\to0).$$

At $x=0.01$ this limit gives 1.3309, while the full formula gives 1.3305. The dependence on island size is weak because the main resistance to the flow is spread over all distances between $R$ and $z$.

Q: And an island much larger than $z$?

A: The ratio $K_1/K_0$ is the average of $\cosh t$ with weight $e^{-x\cosh t}$. For large $x$ the weight is concentrated at small $t$, where $\cosh t-1\approx t^2/2$ and the weight is proportional to the Gaussian $e^{-xt^2/2}$. The average of $t^2$ is $1/x$, so

$$\frac{K_1}{K_0}\approx1+\frac1{2x},\qquad \sigma\approx2\pi x+\pi .$$

At $x=20$ this gives 128.81, against 128.77 from the full formula. The leading term is that of a straight edge, where the density rises as $\bar n(1-e^{-s/z})$ with distance $s$ from the edge. The slope there is $\bar n/z$, and the perimeter $2\pi R$ turns it into $2\pi x$. The added $\pi$ is the first effect of curvature.

Q: People also speak of capture zones. Does your island have one, when the medium has no boundaries?

A: It has an effective area. Write the steady balance as $D(rn')'=-(D/z^2)(\bar n-n)r$, multiply by $2\pi$ and integrate from $R$ to infinity. The term $rn'$ vanishes at infinity, so

$$J=2\pi RDn'(R)=\frac{D}{z^2}\int_R^\infty(\bar n-n)\,2\pi r\,dr .$$

Division by $D\bar n$ gives

$$A\equiv\sigma z^2=\int_R^\infty\left(1-\frac n{\bar n}\right)2\pi r\,dr .$$

Since $D\bar n=Fz^2$, the inflow is $J=\sigma Fz^2=FA$. The island receives as many atoms as fall on an area $A$.

For a large island, $A\approx2\pi Rz+\pi z^2=\pi(R+z)^2-\pi R^2$. To this order that is the area of a ring of width $z$ around the island.

Q: But the atoms it receives do not all come from inside a sharp ring.

A: They do not. Let $p(r)$ be the probability that an atom landing at $r$ reaches this island before the medium removes it. During a short time $dt$ the atom survives with probability $1-D\,dt/z^2$, and diffusion changes the mean of $p$ by $D\,dt\,\nabla^2p$. Since $p$ must equal its average after the step,

$$p=\left(1-\frac{D\,dt}{z^2}\right)\left(p+D\,dt\,\nabla^2p\right)\;\Rightarrow\;\nabla^2p=\frac p{z^2}$$

to first order in $dt$. Also $p(R)=1$ and $p$ is bounded. This is the problem for $\psi/\bar n$, whose solution is unique, so $p=1-n/\bar n$. The capture area is the whole outside surface weighted by the chance of capture. The zones of different islands overlap.

Q: You still treat $z$ as given. On a real surface the islands themselves must fix it.

A: Take $N$ islands per area, all of radius $R$, covering a small fraction $\theta=N\pi R^2$ of the surface. The loss assigned to the medium must be the loss caused by the islands:

$$\frac{D\bar n}{z^2}=N\sigma D\bar n\quad\Rightarrow\quad N\sigma(R/z)\,z^2=1 .$$

Consequently $A=1/N$: the effective capture area is the mean area per island.

Q: In that equation $z$ appears twice, inside $\sigma$ and as the factor $z^2$. Might it have two solutions, or none?

A: It has one. Put $q=K_1/K_0$. The equation for $K_0$, with $K_0'=-K_1$, becomes $K_1'=-K_0-K_1/x$. The quotient rule then gives

$$q'=\frac{K_1'}{K_0}+\frac{K_1^2}{K_0^2}=-1-\frac qx+q^2,$$

and therefore

$$(xq)'=q+xq'=x(q^2-1)>0,$$

because $\cosh t>1$ for $t>0$ makes $K_1>K_0$. So $g(x)=xq(x)$ increases, and $\sigma=2\pi g$ grows with $R$ at fixed $z$.

Now fix $R$ and vary $z$. At any $r>R$,

$$\frac{\partial}{\partial\ln z}\ln\frac{K_0(r/z)}{K_0(R/z)}=g(r/z)-g(R/z)>0 .$$

The weight in the integral for $A$ grows everywhere, so $A$ grows with $z$. By the two limits it runs from zero, as $2\pi Rz$, to infinity, as $2\pi z^2/\ln(2z/R)$ to leading order. It takes the value $1/N$ once.

Q: If $A=1/N$, then $J=F/N$ whatever $\sigma$ is. Have you not made the capture number irrelevant?

A: For equal islands the mean inflow is indeed fixed by conservation; on a real surface the inflows of individual islands scatter around it, because their surroundings differ. What $\sigma$ determines is the adatom density needed to carry that inflow:

$$\bar n=\frac{F}{DN\sigma}.$$

A smaller capture number means a higher density. For islands of different sizes in the same medium, $\sigma$ also decides how the atoms are shared.

Q: Put numbers in.

A: I choose round model parameters, with the lattice constant $a$ as length unit and one atom per area $a^2$: $F=0.01\,a^{-2}\,\mathrm{s}^{-1}$, $D=10^7\,a^2/\mathrm s$, $N=10^{-4}\,a^{-2}$ and $R=10\,a$. The coverage is $\theta=10^{-4}\times\pi\times100=0.031$.

The condition $N\sigma z^2=1$ is solved numerically by bracketing its root, which gives $z=55.3\,a$ and $x=0.1808$. There $K_0=1.850$ and $K_1=5.321$, so

$$\sigma=2\pi\times0.1808\times\frac{5.321}{1.850}=3.27 .$$

The far density and inflow are

$$\bar n=\frac{0.01\times55.3^2}{10^7}\,a^{-2}=3.06\times10^{-6}\,a^{-2},$$

$$J=3.27\times10^7\times3.06\times10^{-6}\,\mathrm{s}^{-1}=100\ \mathrm{s}^{-1}.$$

This equals $F/N$, as it must, and the capture area is $10^4\,a^2$.

The logarithmic limit gives $\sigma=3.44$ here, which is 5% above the full formula. A ratio $x$ of 0.18 is not yet very small.

Q: How far does the depletion reach?

A: The density profile gives the following values, with $p=1-n/\bar n$.

| $r$ | $n/\bar n$ | $p$ |
|---|---|---|
| $2R$ | 0.35 | 0.65 |
| $z$ | 0.77 | 0.23 |
| $2z$ | 0.94 | 0.06 |
| $4z$ | 0.994 | 0.006 |

An atom landing one radius away from the edge, at $r=2R$, is still lost to other islands about one time in three. At $r=2z$ the chance of capture by this island is about 6%.

Q: If one island has twice the radius, does it collect twice as much?

A: Not in this case. At the same $z$ and $\bar n$, an island of radius $2R$ has $\sigma=4.65$, which is 1.42 times the value for $R$. Its perimeter has doubled, so the inflow per length of edge has fallen to $1.42/2=0.71$ of its former value. This is a mean-field ratio: it gives both islands the same uniform surroundings. Among discrete neighbours the ratio differs, and on a grown surface the size of an island is correlated with the empty area around it.

Q: Your closure ignored the area covered by islands. Does that show?

A: Yes. Atoms land directly on each island at the rate $F\pi R^2=3.1\ \mathrm{s}^{-1}$. Added to the inflow, this makes 103 atoms per second per island, while deposition supplies $F/N=100$. The excess is the coverage, 3%. From this cause alone the results of the closure are uncertain by a relative amount of order $\theta$, so no more than $z\approx55\,a$ and $\sigma\approx3.3$ should be quoted. The arrangement of the islands matters more. Since $N\pi z^2=\pi/\sigma\approx1$, only about one island lies within a screening length, and the uniform medium stands for randomly placed islands. For the opposite case of evenly spaced islands, give each a circular cell of radius $R_c$ with $\pi R_c^2=1/N$ and no flux at $R_c$. The bare-surface solution with $C=FR_c^2/(2D)$ then applies, and dividing the inflow by $D$ times the mean density over the free area gives $\sigma=4\pi(1-\theta)^2/[\ln(1/\theta)-(1-\theta)(3-\theta)/2]=5.8$. Ordering can thus raise $\sigma$, and lower the adatom density, by a factor approaching 1.8. The formula for $\sigma$ at a given $z$ does not rest on the closure.

Q: And the growing edge?

A: The relaxation time is $\tau=z^2/D=3.1\times10^{-4}$ s. Each captured atom adds an area $a^2$, so the edge advances at $Ja^2/(2\pi R)=100/62.8=1.6\,a/\mathrm s$. During $\tau$ the radius grows by the fraction $1.6\times3.1\times10^{-4}/10\approx5\times10^{-5}$. The steady state is a good approximation for these parameters.

Q: One thing bothers me more. Even if the density had its far value everywhere, $\bar n/N$ would give only 0.03 adatoms per island. How can there be a smooth density when the area $1/N$ around an island usually holds no adatom at all?

A: The density is an average over time, or over many equivalent surfaces. For independent walkers with a linear loss, the average obeys the linear diffusion equation however few walkers are present. During one relaxation time an island receives only $J\tau\approx0.03$ atoms on average, so on that time scale the arrivals fluctuate strongly, but $J$ is their mean rate.

The small number also helps the neglect of encounters between adatoms. If an adatom captures another with a capture number comparable to $\sigma$, such events are rarer than capture by islands by a factor of order $\bar n/N$, a few percent. This is an estimate, and it concerns the loss of adatoms only. If a pair is stable, each encounter founds a new island, at a rate of order $\sigma D\bar n^2\approx3\times10^{-4}\,a^{-2}\,\mathrm s^{-1}$. Then $N$ changes by about $10^{-3}$ during $\tau$, which leaves the steady state valid, but it roughly doubles within a second, much faster than the island area grows. A fixed $N=10^{-4}\,a^{-2}$ holds for long only if pairs dissociate. Early in growth, when islands are few and adatoms many, the neglect fails. The continuum equation itself needs $R$ and $z$ to be large compared with $a$.

Q: Suppose the edge is not perfectly absorbing. Must I start again?

A: One boundary condition changes. Let atoms attach at the rate $k\,n(R)$ per length of edge, where $k$ is a velocity, still without detachment. The bounded solution is now

$$n=\bar n\left[1-c\,\frac{K_0(r/z)}{K_0(R/z)}\right],$$

with a constant $c$. Its edge density is $\bar n(1-c)$, and its inflow is $c\,\sigma D\bar n$, with $\sigma$ as before. Equating the inflow to the attachment rate gives

$$c\,\sigma D\bar n=2\pi Rk\,\bar n(1-c)\quad\Rightarrow\quad c=\frac{1}{1+\sigma D/(2\pi Rk)} .$$

The new capture number is $\sigma_k=c\,\sigma$, or

$$\frac1{\sigma_k}=\frac1\sigma+\frac{D}{2\pi Rk}.$$

Diffusion and attachment act as resistances in series. The perfectly absorbing result requires $k\gg\sigma D/(2\pi R)$. In the opposite limit $\sigma_k\to2\pi Rk/D$: attachment controls the capture, and the screening length drops out of $\sigma_k$.
